\section*{Symmetry of the lowest exciton in a boron nitride monolayer}

\section{Problem}

Model monolayer hexagonal boron nitride by one orbital per site: energy $+\Delta$ on boron (B), $-\Delta$ on nitrogen (N), and nearest-neighbour hopping $t$. In the ground state the lower band is full. An exciton consists of an electron on the triangular B lattice and a hole on the N lattice, attracting through the Keldysh potential $V(R)$. Place the hole at the origin. Find the symmetry and degeneracy of the lowest exciton of zero total momentum, and its binding energy for the rough parameters
\[
a=0.25\ \mathrm{nm},\quad 2\Delta=7.2\ \mathrm{eV},\quad t=2.3\ \mathrm{eV},\quad r_0=1.0\ \mathrm{nm}.
\]
Here $a$ is the lattice constant and $r_0$ the screening length. The layer is in vacuum. Spin is omitted, and the pair interaction is taken as a function of the separation of site centres.

\section{A tempting solution}

An electron on site $B_1$ reaches a neighbouring site $B_2$ through the N site between them. That site is full, so its electron first moves to $B_2$, at a cost $2\Delta$, and the electron on $B_1$ then drops into the vacancy. Second-order perturbation theory gives the amplitude
\[
\frac{t\,t}{0-2\Delta}=-\frac{t^2}{2\Delta}.
\]
With the hole fixed, the electron has this negative hopping and the potential $V(R)$. Replacing every amplitude $\psi(R)$ by $|\psi(R)|$ leaves the potential energy unchanged and cannot raise the hopping energy. The ground state is therefore positive everywhere and nondegenerate. It is unchanged by every rotation and reflection about the hole, so it belongs to $A_1$.

\section{Where it fails}

The last part of this argument is sound for negative hopping, but the hopping has the wrong sign. The process exchanges two fermions. Let $c_1^\dagger,c_2^\dagger,c_N^\dagger$ create electrons on the three sites, and start from $c_1^\dagger c_N^\dagger|0\rangle$. The two moves give
\begin{align*}
c_2^\dagger c_N\,c_1^\dagger c_N^\dagger|0\rangle
&=-c_2^\dagger c_1^\dagger|0\rangle=c_1^\dagger c_2^\dagger|0\rangle,\\
c_N^\dagger c_1\,c_1^\dagger c_2^\dagger|0\rangle
&=c_N^\dagger c_2^\dagger|0\rangle=-c_2^\dagger c_N^\dagger|0\rangle .
\end{align*}
The final minus sign multiplies $-t^2/(2\Delta)$, so the effective hopping is $+t^2/(2\Delta)$.

There is a second fault. A state of definite total momentum contains all positions of the hole. Placing the hole at the origin chooses the relative coordinate; it does not stop the hole from moving. Its motion also changes the separation and must be kept.

\section{The pair Hamiltonian}

Let $M$ act on an amplitude on the B lattice by summing it over the three B neighbours of each N site. The one-electron equations are
\begin{align*}
(E-\Delta)\psi_B&=tM^\dagger\psi_N, &
(E+\Delta)\psi_N&=tM\psi_B .
\end{align*}
Multiply the first by $E+\Delta$ and insert the second:
\[
(E^2-\Delta^2)\psi_B=t^2M^\dagger M\psi_B .
\]
The upper band is therefore $E=\sqrt{\Delta^2+t^2M^\dagger M}$. To second order in $t/\Delta$,
\begin{equation}
E\simeq\Delta+T M^\dagger M,\qquad T=\frac{t^2}{2\Delta}.
\end{equation}
Each B site has three N neighbours, and two neighbouring B sites share one N site. Hence $M^\dagger M$ has 3 on its diagonal and 1 between neighbours, which confirms the positive hopping. Eliminating $\psi_B$ instead gives the lower band $-\sqrt{\Delta^2+t^2MM^\dagger}$. A hole has minus the energy of the missing electron, so it too has hopping $+T$.

Let $R$ be the electron position minus the hole position and define, for $\mathcal N$ cells,
\[
|R,Q\rangle=\frac1{\sqrt{\mathcal N}}\sum_n e^{iQ\cdot n}
|\text{hole at }n,\ \text{electron at }n+R\rangle .
\]
An electron step $a_j$ takes $R$ to $R+a_j$ with amplitude $T$. A hole step $-a_j$ does the same; putting $m=n-a_j$ gives $e^{iQ\cdot n}=e^{iQ\cdot a_j}e^{iQ\cdot m}$. The total amplitude is $T(1+e^{iQ\cdot a_j})$, which is $2T$ at $Q=0$. The diagonal terms add to $6T$. Measured from the free-pair gap $2\Delta$,
\begin{equation}
H=J M^\dagger M+V(R),\qquad J=2T=\frac{t^2}{\Delta}.
\label{eq:H}
\end{equation}
For the given parameters $T=2.3^2/7.2=0.735$ eV and $J=1.469$ eV.

\section{The attraction}

In a sheet of polarisability $\alpha$, a potential of in-plane wavevector $q$ induces the surface charge $-\alpha q^2\phi(q)$. Outside the sheet the potential decays as $e^{-q|z|}$, so the jump of the normal field gives $2\varepsilon_0q\phi$ for the total surface charge. For a point charge $e$,
\[
2\varepsilon_0q\phi=e-\alpha q^2\phi
\quad\Rightarrow\quad
\phi(q)=\frac{e}{2\varepsilon_0q(1+r_0q)},\qquad r_0=\frac{\alpha}{2\varepsilon_0}.
\]
The electron has energy $-e\phi$. After the angular part of the inverse Fourier transform,
\[
V(r)=-\frac{e^2}{4\pi\varepsilon_0r_0}F(x),\quad
F(x)=\int_0^\infty\frac{J_0(xu)}{1+u}\,du,\quad x=\frac r{r_0},
\]
where $J_0$ is a Bessel function. Since $J_0(xu)$ obeys $f''+f'/x=-u^2f$ in $x$,
\[
F''+\frac{F'}x+F=\int_0^\infty(1-u)J_0(xu)\,du=\frac1x .
\]
The part with $u$ is understood with a convergence factor and vanishes for $x>0$. The Struve function $\mathbf H_0$ solves the same equation with right side $2/(\pi x)$, and the Bessel function $Y_0$ solves it with zero. At large $x$, $F$ falls as $1/x$, as does $(\pi/2)(\mathbf H_0-Y_0)$. Any further solution of the homogeneous equation would oscillate with amplitude $x^{-1/2}$, so none can be added:
\begin{equation}
V(r)=-\frac{e^2}{8\varepsilon_0r_0}
\left[\mathbf H_0\!\left(\frac r{r_0}\right)-Y_0\!\left(\frac r{r_0}\right)\right].
\end{equation}
The three nearest B sites lie at $a/\sqrt3=0.144$ nm, where $V_1=-3.139$ eV. The next three lie at 0.289 nm, where $V_2=-2.298$ eV.

\section{Two limits}

The symmetry group about the hole is $C_{3v}$: rotations by $120^\circ$ and three mirrors. Its representations $A_1$ and $A_2$ are single, respectively even and odd under the mirrors; $E$ is twofold.

\subsection{Tight binding to the nearest sites}

On the first shell alone,
\[
M^\dagger M=\begin{pmatrix}3&1&1\\1&3&1\\1&1&3\end{pmatrix}.
\]
The vector $(1,1,1)$ has eigenvalue 5 and belongs to $A_1$. The two vectors orthogonal to it have eigenvalue 2 and form $E$. Thus
\[
E_{A_1}=V_1+5J,\qquad E_E=V_1+2J .
\]
Positive hopping puts the doublet below the singlet by $3J$.

This order can be proved for the whole lattice if every site outside the first shell has potential at least $V_1+D$, with $D>4J$. Let $u=(1,1,1)/\sqrt3$ on the first shell. Each shell site has four neighbours outside the shell, making twelve links. Three outside sites touch two shell sites each, and six touch one. The squared norm of the coupling of $u$ to the outside is therefore
\[
\frac{J^2}{3}(3\cdot2^2+6\cdot1^2)=6J^2 .
\]
Since $M^\dagger M$ is nonnegative, the energy of any outside state is at least $V_1+D$. After subtraction of $V_1+2J$, the $A_1$ energy is bounded below by the quadratic form of
\[
\begin{pmatrix}3J&-\sqrt6J\\-\sqrt6J&D-2J\end{pmatrix},
\qquad \det=3J(D-4J),
\]
acting on the moduli of the two amplitudes. It is positive for $D>4J$, so every $A_1$ level lies above $V_1+2J$. The lowest $E$ level lies at or below $V_1+2J$, because the shell doublet is a trial state. An $A_2$ state vanishes on the first shell, whose sites lie on mirrors, and has energy at least $V_1+D$. For one $E$ partner the shell supplies one state; any two-dimensional space of that partner contains a vector orthogonal to it, so a second $E$ level also lies at or above $V_1+D$. The ground level is then one $E$ doublet.

Here $D=V_2-V_1=0.841$ eV, while $4J=5.878$ eV. The sufficient condition fails, and this proof does not settle the example.

\subsection{A wide exciton}

The kinetic energy vanishes at the zone corners $\pm K$, where the three terms in $M\psi$ have phases $1,\omega,\omega^2$, with $\omega=e^{2\pi i/3}$, and cancel. Write a B position as $(n+\tfrac13)a_1+(m+\tfrac13)a_2$, with $60^\circ$ between $a_1$ and $a_2$. Up to a constant phase, the wave at $K$ is $\omega^{n-m}$. A rotation sends $(n,m)$ to $(-n-m-1,n)$, so
\[
n-m\ \longrightarrow\ -2n-m-1\equiv n-m-1\pmod 3 .
\]
The wave at $K$ thus acquires $\omega^{-1}$, and its complex conjugate at $-K$ acquires $\omega$. These are the two rotation eigenvalues of $E$.

For a small wavevector $k$ measured from $K$, let $d=a/\sqrt3$ and let $\theta$ be an angle set by the direction of $k$. Acting on a plane wave, $M$ multiplies the amplitude by a sum $\gamma$ of three phase factors, one for each neighbour. Expanding this sum to first order in $k$ gives
\[
|\gamma|\simeq kd\left|\sum_{j=0}^2\omega^j
\cos\!\left(\theta+\frac{2\pi j}3\right)\right|
=\frac32kd=\frac{\sqrt3}{2}ka .
\]
(The opposite order of the phases gives the same modulus.) A slowly varying envelope then obeys
\[
\left[-\tfrac34Ja^2\nabla^2+V(r)\right]f=\varepsilon f .
\]
Its ground state is round and nodeless. There is one such state at each corner; their different rotation eigenvalues forbid mixing. The lowest level is again $E$. The argument needs an exciton much wider than $a$.

\section{The given parameters}

Between these limits, Eq.~(\ref{eq:H}) is diagonalised on finite clusters centred on the hole, with zero amplitude outside. The lowest levels are:
\begin{center}
\begin{tabular}{ccc}
Energy (eV) & Degeneracy & Symmetry\\
$-1.939$ & 2 & $E$\\
$-1.118$ & 1 & $A_1$\\
$-1.079$ & 2 & $E$\\
$-1.026$ & 1 & $A_2$
\end{tabular}
\end{center}
The lowest pair has trace $-1$ under the rotation and 0 under a mirror, the characters of $E$. Enlarging the cluster radius from $6a$ to $20a$ lowers its energy by 0.35 meV; from $12a$ to $20a$ the shift is below 0.00001 meV.

A bound also excludes a lower state of the infinite lattice that the cluster might miss. The energy is
\[
\langle H\rangle=J\sum_N\left|\sum_{R\,\text{near}\,N}\psi(R)\right|^2
+\sum_RV(R)|\psi(R)|^2 .
\]
Every kinetic term is nonnegative. Dropping all triangles not wholly within $12a$ cannot raise any level, and it separates the inside from the outside. The third level of the reduced inside problem is $-1.118$ eV. Outside, the energy is at least the edge potential, $-0.447$ eV. The third level of the full lattice therefore cannot lie below the third level of the reduced inside problem. The cluster doublet, as a trial space, puts two $E$ states at or below $-1.939$ eV. These are the two lowest states, and they form one doublet. The bound is evaluated in ordinary floating-point arithmetic, whose rounding is negligible beside the 0.82 eV separation.

The binding energy is thus 1.94 eV, and the exciton energy is $7.20-1.94=5.26$ eV. The first shell carries 48\% of the probability, and the rms separation is 0.35 nm, or $1.4a$. The three-site formula fails here: it gives $-3.139+2(1.469)=-0.20$ eV. The wide-exciton equation, solved numerically, gives $-1.931$ eV, within 0.01 eV of the lattice result. Its derivation does not guarantee such close agreement for an exciton this small. Spreading over outer sites provides most of the binding measured from the free-pair gap.

The next four states also fit the wide-exciton picture. Envelopes with one unit of angular momentum have rotation factors $\omega^{\pm1}$. Multiplication by the corner factors gives two states with eigenvalue 1 and one each with $\omega$ and $\omega^2$. A mirror exchanges the corners, so the first two form $A_1+A_2$ and the others form $E$. This matches the computed content. The wide-exciton equation puts all four at $-1.008$ eV, below its second round state at $-0.807$ eV; the lattice lowers and splits them.

The same bound was evaluated for $J=0.05,0.5,1.5,4$ eV combined with $r_0=0.3,1,3$ nm, with $a$ fixed and vacuum outside. The lowest level was an $E$ doublet in all twelve cases, separated from the bound on the third level by more than 0.11 eV. This supports the result over that range; it is not a proof for every attractive potential.

\section{What fixes the order and the degeneracy}

With neighbour hopping $-J$, no diagonal kinetic term and the same $V$, the lowest level is a single $A_1$ state at $-10.35$ eV, and the next state lies at $-9.54$ eV. These energies have a different zero: the free band now starts at $-6J=-8.82$ eV. The change of symmetry confirms that the sign of the hopping decides the order.

The threefold rotation protects the degeneracy when combined with either the mirrors or a real Hamiltonian; both are present here. A magnetic field normal to the layer removes the mirrors but does not split the pair in this model. Electron and hole have opposite charge and equal hopping, so their Peierls phases in the relative coordinate are complex conjugates and the summed hopping stays real. Unequal hoppings remove this cancellation: with the hole hopping 10\% weaker, the pair splits by about 0.4 meV at 50 T. If one of the three bond directions has its hopping weight in $M$ raised by 1\%, the pair splits by 4.5 meV. Raising all three equally leaves it degenerate.

A truly immobile hole has $T$ in place of $J$. The lowest energy is then $-2.32$ eV, so this replacement overestimates the binding by about 20\%.

The restriction to $Q=0$ also matters. At $Q=K$ the lowest level is single, at $-1.902$ eV, only 0.037 eV above the doublet. The full band energies and the 10\% weaker $V_1$ considered below, taken separately, shift both levels in the same direction and leave the doublet lower, by 0.036 and 0.021 eV. Electron-hole exchange is omitted and can affect the two levels differently, so the model does not settle which momentum has the lowest exciton in a real layer.

\section{Accuracy and the real material}

The expansion in $t/\Delta$ is good near the zone corners but poor at the zone centre, where $|\gamma|=3$ and $t|\gamma|/\Delta=1.9$. Using the full band energies with the same $V$ moves the doublet to $-1.986$ eV, a 2.4\% increase in binding, and leaves its $E$ symmetry intact. This figure leaves out the accompanying change of the orbitals in the interaction, which is larger and of opposite sign. Projecting the site-centre interaction onto the two-band Bloch states puts the doublet at $-1.910$ eV, 1.5\% less bound than the second-order result, with the $Q=K$ level 0.03 eV above it. The next level at $Q=0$ then depends on the on-site attraction, which the model does not fix; it lies between $-1.2$ and $-1.4$ eV for on-site values from $-3.1$ to $-6$ eV.

Real orbitals have finite size, which affects the shortest separation most. Weakening $V_1$ by 10\% gives $-1.802$ eV, a shift of 0.14 eV. The first-order estimate is $0.1\times3.139\times0.481=0.15$ eV; the relaxed wavefunction reduces the cost.

Electron-hole exchange is omitted. Its leading on-site part needs both particles to have amplitude on one site. To first order, an electron orbital centred on B has amplitude $t/(2\Delta)$ on adjacent N sites, and a hole orbital has $-t/(2\Delta)$ on adjacent B sites. At $Q=0$ the overlap charge on each site is proportional to the sum of $\psi$ over the first shell. That sum vanishes for $E$, so this part vanishes too. Other exchange terms remain unestimated.

The parameters are rough values in the regime of monolayer boron nitride, whose lattice constant is about 0.25 nm. Its main optical transition is near 6 eV, also a rough figure; the model's 5.3 eV is lower and inherits the uncertainty of the chosen gap. Supported or encapsulated layers break the vacuum assumption. For surroundings of mean relative permittivity $\kappa$, the denominator of $\phi(q)$ becomes $2\varepsilon_0q(\kappa+r_0q)$, which replaces $r/r_0$ by $\kappa r/r_0$ in the bracket of $V$. At $\kappa=2.5$ the binding falls to 1.00 eV with the free-pair gap held fixed. In a device that gap also shrinks, so the optical energy need not move by the same amount. At 300 K the thermal energy is 26 meV, far below the 0.82 eV to the next level at $Q=0$, but comparable with the separation from the $Q=K$ state. The remaining computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 0.250 nm; screening length = 1.00 nm
free-pair gap = 7.20 eV; B-N hopping t = 2.30 eV
electron hopping t^2/(2 Delta) = 0.7347 eV
relative hopping J = 1.4694 eV
shell 1: 3 sites, r = 0.1443 nm, V = -3.1386 eV
shell 2: 3 sites, r = 0.2887 nm, V = -2.2976 eV
shell 3: 6 sites, r = 0.3819 nm, V = -1.9863 eV
V2-V1 = 0.8411 eV; 4J = 5.8778 eV
three-site kinetic levels = [2.9389 2.9389 7.3472] eV
lowest levels from the free-pair gap (C3 trace, mirror trace):
  -1.9390 eV, degeneracy 2, traces -1.000, +0.000
  -1.1184 eV, degeneracy 1, traces +1.000, +1.000
  -1.0790 eV, degeneracy 2, traces -1.000, +0.000
  -1.0260 eV, degeneracy 1, traces +1.000, -1.000
binding energy of lowest doublet = 1.9390 eV
exciton energy = 5.2610 eV
gap to next level = 0.8207 eV
first-shell weight = 0.4811
rms electron-hole distance = 0.3512 nm
cluster radius 6 a, 129 sites: E = -1.9386906 eV, shift from largest = 0.34800 meV
cluster radius 12 a, 522 sites: E = -1.9390386 eV, shift from largest = 0.00000 meV
cluster radius 20 a, 1443 sites: E = -1.9390386 eV, shift from largest = 0.00000 meV
certificate: doublet upper bound = -1.9390 eV
certificate: third-level lower bound = -1.1184 eV
certificate: potential at cluster edge = -0.4466 eV
sweep J = (0.05, 0.5, 1.5, 4.0) eV, r0 = (0.3, 1.0, 3.0) nm
sweep: 12 cases, smallest margin = 0.1198 eV
reversed hopping: two lowest levels = -10.3531, -9.5421 eV
one bond +1%: splitting = 4.4864 meV
immobile hole: lowest level = -2.3187 eV
total momentum K: lowest level = -1.9018 eV, next = -1.0360 eV
full dispersion: three lowest levels = [-1.9855 -1.9855 -1.1739] eV
full dispersion: C3 trace of lowest two = -1.000
surroundings kappa = 2.5: lowest level = -0.9973 eV
first-shell attraction -10%: lowest level = -1.8015 eV
thermal energy at 300 K = 25.85 meV
\end{verbatim}
